# How a direction penalty on a PAW sphere moment converges: a numerical check

```python
# Result under test: a penalty lam*|M_perp|^2 on the direction of a sphere
# moment M leaves an angular deviation and a penalty energy that fall as 1/lam,
# while the constraining field 2*lam*|M_perp| tends to a constant.
# Model: two-site, two-electron Hubbard model, noncollinear mean field.
# t: hopping (eV), U: repulsion (eV), w: fraction of an orbital in its sphere,
# phi: angle between the two target directions, M: moment in Bohr magnetons,
# M_perp: part of M normal to its target, lam: penalty in eV/muB^2.
# The numerical side minimizes over all determinants; the closed forms
# are used only for comparison.
import numpy as np
from scipy.constants import e as charge, physical_constants

mu_B = physical_constants["Bohr magneton"][0]
t, U, w = 0.5, 4.0, 0.9
phi = np.radians(120.0)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
hopping = np.kron(np.array([[0, -t], [-t, 0]]), np.eye(2)).astype(complex)


def direction(angle):
    return np.array([np.sin(angle), 0.0, np.cos(angle)])


def functional(X, lams, targets):
    """Penalized energy, its gradient in the orbitals X, and moment data."""
    S_inv = np.linalg.inv(X.conj().T @ X)
    P = X @ S_inv @ X.conj().T
    h = hopping.copy()
    energy = np.trace(hopping @ P).real
    penalty = 0.0
    moments, perps = [], []
    for site in range(2):
        b = slice(2 * site, 2 * site + 2)
        n = np.trace(P[b, b]).real
        spin = np.einsum("kab,ba->k", sigma, P[b, b]).real
        M = w * spin
        unit = direction(targets[site])
        perp = M - unit * (unit @ M)
        energy += U * (n**2 - spin @ spin) / 4
        penalty += lams[site] * (perp @ perp)
        vector = -U * spin / 2 + 2 * lams[site] * w * perp
        h[b, b] += U * n / 2 * np.eye(2) + np.einsum("k,kab->ab", vector, sigma)
        moments.append(M)
        perps.append(perp)
    gradient = 2 * (np.eye(4) - P) @ h @ X @ S_inv
    return energy + penalty, gradient, penalty, np.array(moments), np.array(perps)


def minimize(lams, targets, start):
    """Newton descent in the tangent space of the set of determinants."""
    X = np.zeros((4, 2), dtype=complex)
    for site in range(2):
        X[2 * site:2 * site + 2, site] = [np.cos(start[site] / 2),
                                          np.sin(start[site] / 2)]
    for _ in range(200):
        q = np.linalg.qr(X, mode="complete")[0]
        X, C = q[:, :2], q[:, 2:]

        def moved(k):
            return X + C @ (k[:4] + 1j * k[4:]).reshape(2, 2)

        def tangent(k):
            value, G = functional(moved(k), lams, targets)[:2]
            g = (C.conj().T @ G).ravel()
            return value, np.concatenate([g.real, g.imag])

        E0, g0 = tangent(np.zeros(8))
        if np.linalg.norm(g0) < 1e-11:
            break
        d = 1e-4
        hess = np.array([(tangent(d * u)[1] - tangent(-d * u)[1]) / (2 * d)
                         for u in np.eye(8)])
        val, vec = np.linalg.eigh((hess + hess.T) / 2)
        step = -vec @ ((vec.T @ g0) / np.maximum(abs(val), 1e-3))
        step *= min(1.0, 0.2 / np.linalg.norm(step))
        while tangent(step)[0] > E0 + 1e-13 and np.linalg.norm(step) > 1e-14:
            step = step / 2
        X = moved(step)
    total, G, penalty, M, perp = functional(X, lams, targets)
    assert np.linalg.norm(G) < 1e-8
    along = np.array([direction(targets[i]) @ M[i] for i in range(2)])
    size = np.linalg.norm(perp, axis=1)
    return dict(total=total, penalty=penalty, bare=total - penalty, M=M,
                along=along, size=size, field=2 * np.array(lams) * size,
                angle=np.arctan2(size, along))


# Closed forms for the exactly constrained state
def constrained_energy(angle):
    return -2 * t**2 * np.sin(angle / 2)**2 / U


m = np.sqrt(1 - 4 * t**2 * np.sin(phi / 2)**2 / U**2)
M0 = w * m
slope = -t**2 / U * np.sin(phi)
B_limit = abs(slope) / M0
H = 2 * t**2 / (U * M0**2) * (np.sin(phi / 2)**2 - np.cos(phi / 2)**2 / m**4)
W0 = constrained_energy(phi)

# The constraining potential is the derivative of the penalized functional
rng = np.random.default_rng(1)
A, D = (rng.normal(size=(4, 2)) + 1j * rng.normal(size=(4, 2)) for _ in range(2))
args = ([10.0, 10.0], [0.0, phi])
d = 1e-5
numeric = (functional(A + d * D, *args)[0] - functional(A - d * D, *args)[0]) / (2 * d)
analytic = np.sum(D.conj() * functional(A, *args)[1]).real
assert abs(numeric - analytic) < 1e-6 * max(1, abs(analytic))

# Scan of the penalty strength
targets = [0.0, phi]
lambdas = [0.1, 1.0, 10.0, 100.0]
runs = {L: minimize([L, L], targets, targets) for L in lambdas}
r10, r100 = runs[10.0], runs[100.0]
for r in runs.values():
    assert np.ptp(r["field"]) < 1e-7      # both sites equivalent
assert abs(r10["angle"][0] / r100["angle"][0] - 10) < 0.1
assert abs(r10["penalty"] / r100["penalty"] - 10) < 0.1
assert abs(r100["field"][0] / B_limit - 1) < 2e-3
assert abs(r100["angle"][0] * 200 * M0 / B_limit - 1) < 2e-3
assert abs(r100["penalty"] * 200 / B_limit**2 - 1) < 2e-3
assert abs(np.linalg.norm(r100["M"][0]) - M0) < 1e-4
H_numeric = 200 * (B_limit / r100["field"][0] - 1)
assert abs(H_numeric / H - 1) < 0.02

# Energy errors: one penalty energy, two penalty energies, second order
assert abs((W0 - r100["total"]) / r100["penalty"] - 1) < 5e-3
assert abs((W0 - r100["bare"]) / r100["penalty"] - 2) < 5e-3
err = {L: runs[L]["total"] + runs[L]["penalty"] - W0 for L in lambdas}
assert abs(err[10.0] / err[100.0] / 100 - 1) < 0.1

# Torque at finite penalty from the energy at two neighbouring targets
d = 1e-3
up, down = (minimize([10.0, 10.0], [0.0, phi + s * d], [0.0, phi + s * d])
            for s in (1, -1))
torque_fd = (up["total"] - down["total"]) / (2 * d)
torque_field = -r10["field"][1] * r10["along"][1]
assert abs(torque_fd / torque_field - 1) < 1e-4

# The penalty also accepts a moment antiparallel to its target
flip = minimize([100.0, 100.0], targets, [0.0, phi - np.pi])
W_flip = constrained_energy(np.pi - phi)
assert flip["along"][1] < 0 < flip["along"][0]
assert abs(flip["total"] + flip["penalty"] - W_flip) < 1e-6

# One constrained site alone: the whole spin system turns, no field remains
single = minimize([10.0, 0.0], [0.0, 0.0], [0.7, 2.5])
assert single["field"][0] < 1e-7
assert abs(single["total"] - constrained_energy(np.pi)) < 1e-9

# Penalty strength needed for a chosen angular tolerance
goal = np.radians(0.1)
lam_goal = B_limit / (2 * M0 * goal)
r_goal = minimize([lam_goal, lam_goal], targets, targets)
assert abs(r_goal["angle"][0] / goal - 1) < 0.01

tesla = charge / mu_B
print(f"hopping t = {t} eV, repulsion U = {U} eV, sphere fraction w = {w}")
print(f"target angle phi = {np.degrees(phi):.1f} deg")
print(f"closed form: spin polarization m = {m:.5f}")
print(f"closed form: sphere moment M0 = {M0:.5f} muB")
print(f"closed form: constrained energy W = {W0*1e3:.4f} meV")
print(f"closed form: dW/dphi = {slope*1e3:.4f} meV/rad")
print(f"closed form: limiting field = {B_limit*1e3:.4f} meV/muB")
print(f"limiting field in tesla = {B_limit*tesla:.1f} T")
print(f"closed form: curvature H = {H:.5f} eV/muB^2")
print(f"curvature from the lambda = 100 run = {H_numeric:.5f} eV/muB^2")
print(f"lambda = 10 eV/muB^2 in SI = {10*charge/mu_B**2:.4e} J/(A m^2)^2")
for L in lambdas:
    r = runs[L]
    print(f"lambda = {L:g} eV/muB^2:")
    print(f"  deviation per site = {np.degrees(r['angle'][0]):.5f} deg, "
          f"leading estimate = {np.degrees(B_limit/(2*L*M0)):.5f} deg")
    print(f"  field = {r['field'][0]*1e3:.4f} meV/muB, "
          f"B/(1+H/2lambda) = {B_limit/(1+H/(2*L))*1e3:.4f} meV/muB")
    print(f"  penalty energy, both sites = {r['penalty']*1e3:.5f} meV, "
          f"leading estimate = {B_limit**2/(2*L)*1e3:.5f} meV")
    print(f"  total energy = {r['total']*1e3:.5f} meV, "
          f"without penalty = {r['bare']*1e3:.5f} meV")
    print(f"  (total + penalty) - W = {err[L]*1e6:.4g} micro-eV")
print(f"lambda = 10: torque from energies = {torque_fd*1e3:.4f} meV/rad")
print(f"lambda = 10: torque from field    = {torque_field*1e3:.4f} meV/rad")
print(f"reversed solution, lambda = 100: M2 along target = {flip['along'][1]:.5f} muB")
print(f"reversed solution: total + penalty = "
      f"{(flip['total']+flip['penalty'])*1e3:.4f} meV, closed form = {W_flip*1e3:.4f} meV")
print(f"one site constrained: energy = {single['total']*1e3:.4f} meV, "
      f"field below 1e-4 meV/muB: {single['field'][0] < 1e-7}")
print(f"lambda estimated for 0.1 deg = {lam_goal:.3f} eV/muB^2")
print(f"deviation found at that lambda = {np.degrees(r_goal['angle'][0]):.5f} deg")
print("all good")
```

Output:

```
hopping t = 0.5 eV, repulsion U = 4.0 eV, sphere fraction w = 0.9
target angle phi = 120.0 deg
closed form: spin polarization m = 0.97628
closed form: sphere moment M0 = 0.87865 muB
closed form: constrained energy W = -93.7500 meV
closed form: dW/dphi = -54.1266 meV/rad
closed form: limiting field = 61.6018 meV/muB
limiting field in tesla = 1064.2 T
closed form: curvature H = 0.07688 eV/muB^2
curvature from the lambda = 100 run = 0.07692 eV/muB^2
lambda = 10 eV/muB^2 in SI = 1.8628e+28 J/(A m^2)^2
lambda = 0.1 eV/muB^2:
  deviation per site = 13.39178 deg, leading estimate = 20.08484 deg
  field = 40.4647 meV/muB, B/(1+H/2lambda) = 44.4977 meV/muB
  penalty energy, both sites = 8.18695 meV, leading estimate = 18.97389 meV
  total energy = -106.59881 meV, without penalty = -114.78576 meV
  (total + penalty) - W = -4662 micro-eV
lambda = 1 eV/muB^2:
  deviation per site = 1.93279 deg, leading estimate = 2.00848 deg
  field = 59.2104 meV/muB, B/(1+H/2lambda) = 59.3216 meV/muB
  penalty energy, both sites = 1.75294 meV, leading estimate = 1.89739 meV
  total energy = -95.57488 meV, without penalty = -97.32781 meV
  (total + penalty) - W = -71.94 micro-eV
lambda = 10 eV/muB^2:
  deviation per site = 0.20010 deg, leading estimate = 0.20085 deg
  field = 61.3647 meV/muB, B/(1+H/2lambda) = 61.3659 meV/muB
  penalty energy, both sites = 0.18828 meV, leading estimate = 0.18974 meV
  total energy = -93.93901 meV, without penalty = -94.12729 meV
  (total + penalty) - W = -0.7288 micro-eV
lambda = 100 eV/muB^2:
  deviation per site = 0.02008 deg, leading estimate = 0.02008 deg
  field = 61.5781 meV/muB, B/(1+H/2lambda) = 61.5781 meV/muB
  penalty energy, both sites = 0.01896 meV, leading estimate = 0.01897 meV
  total energy = -93.76897 meV, without penalty = -93.78793 meV
  (total + penalty) - W = -0.007293 micro-eV
lambda = 10: torque from energies = -53.9123 meV/rad
lambda = 10: torque from field    = -53.9123 meV/rad
reversed solution, lambda = 100: M2 along target = -0.89293 muB
reversed solution: total + penalty = -31.2500 meV, closed form = -31.2500 meV
one site constrained: energy = -125.0000 meV, field below 1e-4 meV/muB: True
lambda estimated for 0.1 deg = 20.085 eV/muB^2
deviation found at that lambda = 0.09981 deg
all good
```
